# Plasmon and Transverse-Mode Dispersion in a Relativistic Electron Gas

## Definitions and conventions

A uniform gas of Dirac electrons at zero temperature is neutralised by a rigid positive background. Hartree atomic units are used ($\hbar=m=e=1$, electron charge $-1$), so the speed of light is $c\approx137$. The density $n$ fixes the Fermi wave number $k_F$ through $n=k_F^3/(3\pi^2)$, and

$$
\beta=\frac{k_F}{c},\qquad \eta=\sqrt{1+\beta^2},\qquad E_F=\eta c^2,\qquad v_F=\frac{c\beta}{\eta}. \tag{1}
$$

Here $E_F$ includes the rest energy. The velocity of a positive-energy electron is $\mathbf v=\nabla_{\mathbf k}E=c^2\mathbf k/E$, with $E=\sqrt{c^2k^2+c^4}$; at the Fermi surface this gives $v_F=k_F/\eta$. The plasma frequency is defined by

$$
\omega_p^2=\frac{4\pi n}{\eta}. \tag{2}
$$

The modes are sought in the random-phase approximation (RPA): electrons respond independently to the self-consistent field. To leading order in $\omega_p/E_F$ and at small $q$, the results to be derived are

$$
\omega_L^2=\omega_p^2+\tfrac35v_F^2q^2,\qquad
\omega_T^2=\omega_p^2+\left(c^2+\tfrac15v_F^2\right)q^2. \tag{3}
$$

These are not exact properties of the Dirac polarisation. Within RPA, the corrections to the gap, relative to $\omega_p^2$, and to the coefficients of $q^2$, in units of $c^2$, are of the order of

$$
\left(\frac{\omega_p}{E_F}\right)^2=\frac{4\pi n}{\eta^3c^4}
=\frac{4\beta^3}{3\pi c\,\eta^3}
=\frac{4}{3\pi c}\left(\frac{v_F}{c}\right)^3 , \tag{4}
$$

which stays below $0.0031$ at every density. At very high density the shift of the gap also carries a logarithm of $\beta$, found in (30).

## The response as a sum over occupied electrons

Let a perturbation couple to an operator $O$ that carries wave vector $\mathbf q$. For independent fermions with occupations $f_a$, the linear response is

$$
\chi=\sum_{ab}(f_a-f_b)\frac{|\langle b|O|a\rangle|^2}{\omega-(E_b-E_a)} . \tag{5}
$$

In the term with $f_b$, exchange the labels $a$ and $b$. Its matrix element then takes state $a$ from $\mathbf k$ to $\mathbf k-\mathbf q$. The Fermi sphere is unchanged under $\mathbf k\to-\mathbf k$, so after summation this weight equals the one for $\mathbf k+\mathbf q$. With $\Delta=E_b-E_a$ and $M$ the squared matrix element,

$$
\chi=\sum_a f_a\sum_b M\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]
=\sum_a f_a\sum_b M\,\frac{2\Delta}{\omega^2-\Delta^2}. \tag{6}
$$

This is linear in $f_a$. Subtracting the response of the filled negative-energy sea therefore leaves a sum over the occupied positive-energy states alone, while $b$ still runs over all Dirac states. Positive-energy final states give the intraband part. Negative-energy final states give the interband part: they describe virtual pair creation that the vacuum allowed and that the added electrons now block.

To find the weights, use $h_{\mathbf k}=c\,\boldsymbol\alpha\cdot\mathbf k+\gamma_0c^2$, where $\gamma_0$ is the mass matrix, and the projectors $\Lambda_\pm(\mathbf k)=\frac12(1\pm h_{\mathbf k}/E)$. Set $\mathbf k'=\mathbf k+\mathbf q$ with $\mathbf q$ along $z$. Since $\mathrm{tr}\,h_{\mathbf k}=0$ and $\mathrm{tr}\,h_{\mathbf k}h_{\mathbf k'}=4(c^2\mathbf k\cdot\mathbf k'+c^4)$, the spin-summed density weight is

$$
M^L_\pm=\mathrm{tr}\,\Lambda_+(\mathbf k)\Lambda_\pm(\mathbf k')
=1\pm\frac{c^2\mathbf k\cdot\mathbf k'+c^4}{EE'} . \tag{7}
$$

The transverse velocity operator is $c\alpha_x$. Because $\alpha_x$ anticommutes with $\alpha_y$, $\alpha_z$ and $\gamma_0$, the product $\alpha_xh_{\mathbf k'}\alpha_x$ is $h_{\mathbf k'}$ with the signs of those three terms reversed. The trace then contains $k_x^2-k_y^2-k_zk_z'$. The energies do not depend on the azimuth, so $k_x^2-k_y^2$ averages to zero, leaving

$$
M^T_\pm=c^2\left[1\mp\frac{c^2k_zk_z'+c^4}{EE'}\right]. \tag{8}
$$

## Conditions for free oscillations

A density change $\delta n$ gives an electron the potential energy $U=4\pi\,\delta n/q^2$. With $\delta n=\chi_LU$, an oscillation without an external source requires

$$
1=\frac{4\pi}{q^2}\chi_L(q,\omega). \tag{9}
$$

For a transverse vector potential $A$, the Dirac Hamiltonian of a charge $-1$ gains the term $\alpha_xA$, which is $(c\alpha_x)A/c$. If $\chi_T$ is the response of $c\alpha_x$ to a coupling through $c\alpha_x$, the electric current is $J=-\chi_TA/c$. The wave equation $(q^2-\omega^2/c^2)A=4\pi J/c$ becomes

$$
\omega^2=c^2q^2+4\pi\chi_T(q,\omega). \tag{10}
$$

The Dirac Hamiltonian is linear in $A$, so there is no separate diamagnetic term proportional to $A^2$. That part of the response has to come from the interband terms.

## Longitudinal response at long wavelength

Let $q\ll k_F$ and $\omega\ll E_F$, with the ratio

$$
x=\frac{qv_F}{\omega} \tag{11}
$$

held fixed and smaller than one. For the intraband part, form (5) is convenient. To first order in $q$, $\Delta=\mathbf q\cdot\mathbf v$ and $f_{\mathbf k}-f_{\mathbf k'}=\mathbf q\cdot\mathbf v\,\delta(E-E_F)$. The weight (7) tends to 2. If $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$, then $\mathbf q\cdot\mathbf v=\omega x\mu$ on the Fermi surface, and

$$
\chi_L=2\int\!\frac{d^3k}{(2\pi)^3}\,\delta(E-E_F)\frac{x\mu}{1-x\mu}
=N\left\langle\frac{x\mu}{1-x\mu}\right\rangle . \tag{12}
$$

The bracket is the average over directions, and $N$ is the density of states,

$$
N=\frac{2\cdot4\pi k_F^2}{(2\pi)^3v_F}=\frac{k_F^2}{\pi^2v_F},
\qquad
\frac{Nv_F^2}{3}=\frac{k_F^2v_F}{3\pi^2}=\frac{n}{\eta}. \tag{13}
$$

The last equality uses $v_F=k_F/\eta$. Hence $4\pi N=3\omega_p^2/v_F^2$. The interband density term is smaller by a factor of order $(\omega/E_F)^2$; for $q\to0$ and $\omega\ll2c^2$ its contribution to the right side of (9) is the quantity $P$ of (30).

With $\mathcal L=\ln[(1+x)/(1-x)]$, the average follows from $x\mu/(1-x\mu)=-1+1/(1-x\mu)$:

$$
\left\langle\frac{x\mu}{1-x\mu}\right\rangle
=-1+\frac12\int_{-1}^{1}\frac{d\mu}{1-x\mu}
=\frac{\mathcal L}{2x}-1 . \tag{14}
$$

Inserting this into (9) and replacing $q^2v_F^2$ by $x^2\omega^2$ gives

$$
\omega^2=\omega_p^2F_L(x),\qquad
F_L(x)=\frac{3}{x^2}\left[\frac{\mathcal L}{2x}-1\right]. \tag{15}
$$

## Transverse response and the diamagnetic term

At $q\to0$ the intraband weight in (8) becomes

$$
M^T_+=c^2\,\frac{E^2-c^2k_z^2-c^4}{E^2}
=\frac{c^4(k_x^2+k_y^2)}{E^2}=v^2(1-\mu^2), \tag{16}
$$

which is the azimuthal average of $2v_x^2$. The intraband part is thus (12) with an extra factor $v_x^2$ under the integral.

For the interband part, $\Delta=-2E$. When $\omega\ll2E$, the factor $2\Delta/(\omega^2-\Delta^2)$ tends to $-2/\Delta=1/E$. The two weights in (8) add to $2c^2$, so $M^T_-$ is the azimuthal average of $2(c^2-v_x^2)$. Differentiating $v_x=c^2k_x/E$ gives

$$
\frac{\partial v_x}{\partial k_x}
=\frac{c^2}{E}-\frac{c^2k_x}{E^2}\,\frac{c^2k_x}{E}
=\frac{c^2-v_x^2}{E}. \tag{17}
$$

The interband response is therefore an integral of a derivative. Integrating by parts, with $\partial f/\partial k_x=-v_x\delta(E-E_F)$,

$$
\chi_T^{\rm inter}=2\int\!\frac{d^3k}{(2\pi)^3}f\frac{\partial v_x}{\partial k_x}
=2\int\!\frac{d^3k}{(2\pi)^3}v_x^2\,\delta(E-E_F)
=\frac{Nv_F^2}{3}=\frac n\eta . \tag{18}
$$

This is the diamagnetic term, with the electron mass replaced by $\eta$. It supplies $\omega_p^2$ in (10). The intraband part vanishes as $x\to0$, so without the negative-energy states the transverse mode would have no gap at this order.

Adding the two parts uses $1+x\mu/(1-x\mu)=1/(1-x\mu)$. On the Fermi surface $v_x^2$ averages over azimuth to $v_F^2(1-\mu^2)/2$, so

$$
4\pi\chi_T=4\pi Nv_F^2\left\langle\frac{1-\mu^2}{2(1-x\mu)}\right\rangle
=\omega_p^2\cdot\frac32\left\langle\frac{1-\mu^2}{1-x\mu}\right\rangle . \tag{19}
$$

To integrate, divide the polynomial:

$$
\frac{\mu^2}{1-x\mu}=-\frac{\mu}{x}-\frac1{x^2}+\frac{1}{x^2(1-x\mu)} . \tag{20}
$$

The first term averages to zero and the last to $\mathcal L/(2x^3)$. Subtracting the result from $\langle1/(1-x\mu)\rangle=\mathcal L/(2x)$ gives

$$
\omega^2=c^2q^2+\omega_p^2F_T(x),\qquad
F_T(x)=\frac{3}{2x^2}\left[1-(1-x^2)\frac{\mathcal L}{2x}\right]. \tag{21}
$$

## Expansion and the two dispersion laws

The logarithm has the series $\mathcal L/(2x)=1+x^2/3+x^4/5+x^6/7+\dots$. Equation (15) gives at once

$$
F_L=3\left(\frac13+\frac{x^2}5+\frac{x^4}7+\dots\right)
=1+\frac35x^2+\frac37x^4+\dots \tag{22}
$$

For the transverse function, multiplication by $1-x^2$ produces the differences of neighbouring coefficients:

$$
(1-x^2)\frac{\mathcal L}{2x}=1-\frac23x^2-\frac2{15}x^4-\frac2{35}x^6-\dots,
$$

$$
F_T=\frac32\left(\frac23+\frac2{15}x^2+\frac2{35}x^4+\dots\right)
=1+\frac15x^2+\frac3{35}x^4+\dots \tag{23}
$$

The coefficients are moments of the direction of motion: $3\langle\mu^4\rangle=3/5$ for the longitudinal field, and $\frac32\langle(1-\mu^2)\mu^2\rangle=\frac32(\frac13-\frac15)=\frac15$ for the transverse one. The averages in (12) and (19) are taken on the Fermi surface, where every electron has the same speed $v_F$, so the numbers $3/5$ and $1/5$ do not change with $\beta$.

Since $x$ contains the unknown frequency, define $W=\omega^2/\omega_p^2$ and $y=q^2v_F^2/\omega_p^2$, so that $x^2=y/W$. The longitudinal condition is

$$
W=1+\frac35\frac yW+\frac37\frac{y^2}{W^2}+\dots \tag{24}
$$

To first order, $W$ may be set to 1 on the right, which gives $W=1+\frac35y$. Multiplication by $\omega_p^2$ yields the first law in (3). At second order, $1/W=1-\frac35y$ in the middle term gives the coefficient $-\frac9{25}+\frac37=\frac{12}{175}$, so

$$
W_L=1+\frac35y+\frac{12}{175}y^2+\dots \tag{25}
$$

For the transverse mode, $c^2q^2/\omega_p^2=gy$ with $g=c^2/v_F^2$, and

$$
W=1+gy+\frac15\frac yW+\frac3{35}\frac{y^2}{W^2}+\dots \tag{26}
$$

The first-order coefficient is $g+\frac15$, which is the second law in (3). Inserting $1/W=1-(g+\frac15)y$ gives

$$
W_T=1+\left(g+\frac15\right)y
+\left[\frac3{35}-\frac15\left(g+\frac15\right)\right]y^2+\dots \tag{27}
$$

The second-order terms belong to the kinetic limit and omit quantum recoil. For $\beta\ll1$, recoil adds $q^4/4$ to $\omega_L^2$, which near $\beta=0.01$ is about as large as the term with $12/175$. For the longitudinal law $y$ must be small. In the transverse law, the term $\frac15v_F^2q^2$ needs the stronger condition $gy\ll1$, that is $cq\ll\omega_p$, because $W_T$ already departs from 1 when $cq$ approaches $\omega_p$.

## Limiting cases

For $\beta\ll1$, $\eta\to1$ and $v_F\to k_F$. The longitudinal law becomes $\omega^2=4\pi n+\frac35k_F^2q^2$, the non-relativistic RPA result, and the transverse coefficient becomes $c^2(1+\beta^2/5)$. The gas must still be dense enough for RPA to hold.

For $\beta\gg1$, $v_F\to c$, and the coefficients tend to $\frac35c^2$ and $\frac65c^2$. A coefficient above $c^2$ does not imply a signal faster than light. Differentiating the transverse law gives the group velocity $(c^2+v_F^2/5)q/\omega$, which is much smaller than $c$ where $cq\ll\omega_p$. For $\omega_p\ll cq\ll ck_F$, (21) gives $x\to v_F/c$, so $F_T$ tends to a constant and $\omega^2\simeq c^2q^2+\omega_p^2F_T(v_F/c)$. The extra slope $v_F^2/5$ is confined to small $q$.

The expansion also requires $\omega\gg qv_F$. In the opposite limit, $\omega\to0$ at fixed small $q$, the integrand $x\mu/(1-x\mu)=qv_F\mu/(\omega-qv_F\mu)$ tends to $-1$. Then $\chi_L=-N$, which describes static screening and contains no plasmon.

## The gap beyond leading order

At $q=0$ the intraband transverse part vanishes, since $\Delta=0$. In the interband part, keep the next term in the frequency:

$$
\frac{2\Delta}{\omega^2-\Delta^2}=\frac{4E}{4E^2-\omega^2}
=\frac1E\left(1+\frac{\omega^2}{4E^2}+\dots\right). \tag{28}
$$

The first term gives $\omega_p^2$. The second adds $P\omega^2$ to $4\pi\chi_T$. The average of $M^T_-$ over all directions is $2c^2-2v^2/3$, and $4\pi\,d^3k/(2\pi)^3$ becomes $(2/\pi)k^2dk$, so

$$
P=\frac1\pi\int_0^{k_F}\!k^2dk\,\frac{c^2-v^2/3}{E^3}
=\frac1{\pi c}\int_0^\beta\!d\kappa\left[\frac{2\kappa^2}{3\varepsilon^3}
+\frac{\kappa^2}{3\varepsilon^5}\right], \tag{29}
$$

where $k=c\kappa$ and $E=c^2\varepsilon$ with $\varepsilon=\sqrt{1+\kappa^2}$. The antiderivatives are $\operatorname{arsinh}\kappa-\kappa/\varepsilon$ for $\kappa^2/\varepsilon^3$ and $\kappa^3/(3\varepsilon^3)$ for $\kappa^2/\varepsilon^5$. Thus

$$
P=\frac1{\pi c}\left[\frac23\left(\operatorname{arsinh}\beta-\frac\beta\eta\right)
+\frac{\beta^3}{9\eta^3}\right]. \tag{30}
$$

Solving $\omega^2=\omega_p^2+P\omega^2$ to first order gives $\omega^2(0)=\omega_p^2(1+P)$. The longitudinal gap is the same, because at $q=0$ no direction distinguishes the two polarisations. For large $\beta$, $P$ grows logarithmically.

The vacuum response was subtracted after (6). Its pair terms have the opposite sign and run over all $k$. Their frequency-independent part, from the first term of (28), would give the photon a mass even in empty space; gauge invariance requires it to vanish, so it is removed. The part proportional to $\omega^2$, from the second term, is absorbed in the measured charge. By (28), the remainder has an additional factor $\omega^2/(4E^2)$ in the integrand of (29). Setting $\kappa=\tan\theta$,

$$
\frac{(\omega/c^2)^2}{4\pi c}\int_0^\infty\!d\kappa\,
\frac{\kappa^2+\frac23\kappa^4}{\varepsilon^7}
=\frac{(\omega/c^2)^2}{4\pi c}\left(\frac2{15}+\frac23\cdot\frac15\right)
=\frac{(\omega/c^2)^2}{15\pi c}. \tag{31}
$$

This is the magnitude of the term; it enters with the sign opposite to $P$ and lowers the gap. It holds for $\omega\ll2c^2$ and is dropped from the dispersion laws.

At $\beta\approx36$ the plasma frequency reaches $2c^2$. Beyond that, (28) fails for the slowest electrons and (31) fails too, so the matter and vacuum terms must be added before expanding. The blocked pairs then cancel, and only pairs with $E>E_F$ remain. After the same two parts of the vacuum response are removed, the sum is again $P$, up to corrections of relative order $(\omega/2E_F)^2$. At such densities the logarithm in (30) therefore belongs to the matter and vacuum responses together, not to the matter response alone.

## A gas with $\beta=1$

Take a model gas with $k_F=c=137.036$. Then $\eta=\sqrt2=1.4142$ and $v_F=c/\sqrt2=96.90$. The density is $n=137.036^3/(3\pi^2)=8.691\times10^4$ bohr$^{-3}$, and (2) gives

$$
\omega_p=\sqrt{\frac{4\pi(8.691\times10^4)}{1.4142}}
=878.8\ \text{hartree}=23.91\ \text{keV}.
$$

The coefficients of $q^2$ are $\frac35(96.90)^2=5634$ and $(137.036)^2+\frac15(96.90)^2=20657$ atomic units, or $0.3c^2$ and $1.1c^2$.

The table compares $\omega/\omega_p$ from the laws (3), from the kinetic equations (15) and (21), and from quadrature of the full matter response (6).

| $cq/\omega_p$ | mode | law (3) | kinetic | Dirac |
|---|---|---|---|---|
| 0.1 | L | 1.00150 | 1.00150 | 1.00168 |
| 0.1 | T | 1.00548 | 1.00548 | 1.00566 |
| 0.5 | L | 1.0368 | 1.0373 | 1.0375 |
| 0.5 | T | 1.1292 | 1.1272 | 1.1273 |
| 1.0 | L | 1.140 | 1.147 | 1.147 |
| 1.0 | T | 1.449 | 1.433 | 1.433 |

At $cq=\omega_p$ the longitudinal law is 0.6% below the kinetic frequency and the transverse law 1.1% above it. The signs agree with the second-order coefficients, $+0.069$ in (25) and $-0.354$ in (27).

At $cq/\omega_p=0.1$ both Dirac frequencies exceed the kinetic ones by about $1.8\times10^{-4}\omega_p$. This is the gap shift: (30) gives $P=3.61\times10^{-4}$, and the frequency changes by half of that. The vacuum term (31) is about $3\times10^{-7}$, roughly a thousand times smaller than $P$.

The Dirac slopes lie below those of (3) by $3.8\times10^{-4}c^2$ and $2.2\times10^{-4}c^2$, or 0.13% and 0.02% of the slopes themselves. Tests at $\beta=0.1$, $1$ and $3$ confirm that these differences stay below $3(\omega_p/E_F)^2c^2$ and fall fourfold when $e^2$ is reduced fourfold, as corrections of first order in the coupling must. The numerical output lists them.

These small differences measure the approximations made within RPA, not the accuracy of RPA itself. Exchange and correlation are left out. A rough measure of their weight is the ratio of the Coulomb energy scale $k_F$ to the kinetic scale $k_Fv_F$, which is $1/v_F\approx0.01$ here. They may therefore match or exceed the pair corrections. The measure omits numerical factors and does not apply to gap and slope alike. For $\beta\ll1$, first-order exchange lowers the longitudinal coefficient $\frac35k_F^2$ by the fraction $1/(3\pi k_F)$, about a tenth of $1/v_F$, and this fraction grows as the density falls. The longitudinal gap, in contrast, is held at $\omega_p$ by Galilean invariance in that limit.

## Computed results

```
Model gas, Hartree atomic units unless stated
speed of light c = 137.035999 a.u.
beta = 1.0000, eta = 1.414214 (dimensionless)
Fermi wave number kF = 137.0360 1/bohr
density n = 8.691265e+04 1/bohr^3
density parameter rs = 0.014005 bohr
Fermi velocity vF = 96.8991 a.u., vF/c = 0.707107
Fermi energy with rest energy EF = 26557.33 hartree
plasma frequency wp = 878.798 hartree = 23.9133 keV
wp/c = 6.41290 1/bohr
(wp/EF)^2 = 1.0950e-03 (dimensionless)
longitudinal slope (3/5)vF^2 = 5633.66 a.u.
transverse slope c^2+vF^2/5 = 20656.75 a.u.
next coefficients in y: L 0.068571, T -0.354286
pair shift P of squared gap = 3.6111e-04 (relative)
vacuum polarisation at wp = 3.392e-07 (dimensionless)
Slopes d(w^2)/d(q^2) in units of c^2; errors = Dirac - law
beta mode law Dirac error error_at_quarter_coupling
0.1 L 0.0059406 0.0059391 -1.517e-06 -3.780e-07
0.1 T 1.0019802 1.0019794 -7.617e-07 -1.919e-07
1.0 L 0.3000000 0.2996164 -3.836e-04 -9.584e-05
1.0 T 1.1000000 1.0997807 -2.193e-04 -5.485e-05
3.0 L 0.5400000 0.5393886 -6.114e-04 -1.522e-04
3.0 T 1.1800000 1.1795761 -4.239e-04 -1.060e-04
Mode frequencies w/wp at beta = 1 (dimensionless)
cq/wp mode q2_law kinetic Dirac
0.1 L 1.001499 1.001500 1.001678
0.1 T 1.005485 1.005481 1.005659
0.3 L 1.013410 1.013478 1.013640
0.3 T 1.048332 1.048018 1.048182
0.5 L 1.036822 1.037333 1.037462
0.5 T 1.129159 1.127189 1.127329
1.0 L 1.140175 1.147343 1.147365
1.0 T 1.449138 1.433375 1.433457
```
